# Rotating, comparing and standardizing low-symmetry crystal-field parameters

## One field, six parameter sets

Take a rare-earth site with three perpendicular twofold axes and keep only the quadrupolar part of its crystal field. On the unit sphere this part is

\[
V_2=Q_{xx}x^2+Q_{yy}y^2+Q_{zz}z^2,\qquad Q_{xx}+Q_{yy}+Q_{zz}=0 .
\]

The usual parameters are \(B_{20}=Q_{zz}\) and \(B_{22}=(Q_{xx}-Q_{yy})/\sqrt6\), as derived below. Let the three coefficients be \(-260.2\), \(-39.8\) and \(300.0\) cm\(^{-1}\). Nothing in the physics says which twofold axis is called \(z\). If the third is, then \(B_{20}=300\) and \(B_{22}=\mp90\) cm\(^{-1}\), the sign depending on which remaining axis is called \(x\). If the first is, then \(B_{20}=-260.2\) and \(|B_{22}|=339.8/\sqrt6=138.7\) cm\(^{-1}\). The second gives \(B_{20}=-39.8\) and \(|B_{22}|=560.2/\sqrt6=228.7\) cm\(^{-1}\). The ratio \(B_{22}/B_{20}\) takes the six values \(\pm0.300\), \(\pm0.533\), \(\pm5.75\), and all six sets describe one field.

A convention removes the ambiguity: name the axes so that \(|Q_{xx}|\le|Q_{yy}|\le|Q_{zz}|\). Here this selects the ratio \(+0.300\). At lower symmetry the axes can also be tilted by arbitrary angles, and ranks 4 and 6 must be carried along. The scheme below does this with Wigner matrices.

## Conventions

The crystal-field energy of an f electron in direction \(\hat r\) is

\[
V(\hat r)=\sum_{k=2,4,6}\sum_{q=-k}^{k}B_{kq}C_{kq}(\hat r),\qquad
C_{kq}=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq},
\]

with the Condon–Shortley phase, so that \(C_{k,-q}=(-1)^qC_{kq}^*\). Since \(V\) is real, \(B_{k,-q}=(-1)^qB_{kq}^*\), and \(B_{k0}\) is real. There are \(5+9+13=27\) real parameters. They are quoted as wavenumbers; an energy is \(hc\) times the wavenumber. Sets in another normalization, such as Stevens parameters, must be converted first.

The columns of the matrix \(R\) are the new axes in old coordinates. One point then has coordinates related by \(r=Rr'\). We write \(R=R_z(\alpha)R_y(\beta)R_z(\gamma)\) and

\[
D^k_{mq}(R)=\langle km|e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}|kq\rangle
=e^{-i\alpha m}d^k_{mq}(\beta)e^{-i\gamma q}.
\]

Proper rotations suffice. An improper one is a proper one times inversion, and \(V(-\hat r)=V(\hat r)\) for even \(k\). For the same reason, the parameter set of a mirror-image site is a rotated copy of the original set: the numbers differ in fixed axes, but the two sets are equivalent.

## The rotation law

Rotating a function means \((U(R)f)(r)=f(R^{-1}r)\), and the definition of \(D\) gives

\[
C_{kq}(R^{-1}r)=\sum_m C_{km}(r)D^k_{mq}(R).
\]

Replace \(R\) by \(R^{-1}\) and use unitarity, \(D^k_{mq}(R^{-1})=D^k_{qm}(R)^*\):

\[
C_{kq}(Rr')=\sum_m D^k_{qm}(R)^*C_{km}(r').
\]

Insert this in \(V(Rr')\) and collect the coefficient of \(C_{km}(r')\):

\[
B'_{km}=\sum_qD^k_{qm}(R)^*B_{kq},\qquad\text{or}\qquad B'_k=D^k(R)^\dagger B_k. \tag{1}
\]

A turn of the axes by \(\varphi\) about \(z\) shows the sign. Then \(D^k_{qq}=e^{-iq\varphi}\), so \(B'_{kq}=e^{iq\varphi}B_{kq}\). Directly, the old azimuth is the new one plus \(\varphi\), which gives the same factor. If the fit includes a magnetic field, its components must change too, as \(R^T\) times the old ones.

For \(d^k(\beta)\), represent \(|km\rangle\) by the polynomial \(u^{k+m}v^{k-m}/\sqrt{(k+m)!(k-m)!}\) in the spin-½ states \(u\) (up) and \(v\) (down). With \(c=\cos(\beta/2)\) and \(s=\sin(\beta/2)\), the rotation sends \(u\to cu+sv\) and \(v\to-su+cv\). In

\[
(cu+sv)^{k+m}(-su+cv)^{k-m}
\]

take \(v\) from \(t\) of the first factors and \(u\) from \(i\) of the second. The power of \(u\) is \(k+m-t+i\), and it must equal \(k+m'\), so \(i=m'-m+t\). Multiplying the two binomial coefficients and restoring the norms gives

\[
d^k_{m'm}=\sum_t\frac{(-1)^{m'-m+t}\sqrt{(k+m')!(k-m')!(k+m)!(k-m)!}}{(k+m-t)!\,t!\,(m'-m+t)!\,(k-m'-t)!}\,
c^{2k+m-m'-2t}s^{m'-m+2t},
\]

where \(t\) runs over values for which no factorial has a negative argument.

The Euler angles follow from the third column of \(R\), \((\cos\alpha\sin\beta,\sin\alpha\sin\beta,\cos\beta)\), and its third row, \((-\sin\beta\cos\gamma,\sin\beta\sin\gamma,\cos\beta)\):

\[
\beta=\operatorname{atan2}\!\Big(\sqrt{R_{13}^2+R_{23}^2},R_{33}\Big),\quad
\alpha=\operatorname{atan2}(R_{23},R_{13}),\quad
\gamma=\operatorname{atan2}(R_{32},-R_{31}).
\]

If \(\sin\beta=0\), only one combination of \(\alpha\) and \(\gamma\) matters. Set \(\gamma=0\); then \(R_{12}=-\sin\alpha\) and \(R_{22}=\cos\alpha\) for both \(\beta=0\) and \(\beta=\pi\), so \(\alpha=\operatorname{atan2}(-R_{12},R_{22})\).

## Rank-wise invariants

By (1) each rank transforms by its own unitary matrix, so \(\sum_q|B_{kq}|^2\) is invariant. Let \(\langle\cdot\rangle\) be the average over the sphere and \(V_k\) the rank-\(k\) part of \(V\). From \(\langle C_{kq}^*C_{kq'}\rangle=\delta_{qq'}/(2k+1)\),

\[
S_k^2\equiv\langle V_k^2\rangle=\frac1{2k+1}\sum_q|B_{kq}|^2. \tag{2}
\]

Thus \(S_k\) is the rms size of the rank-\(k\) potential. It also fixes a spectral moment. By the Wigner–Eckart theorem,

\[
\langle3m|C_{kq}|3m'\rangle=(-1)^{3-m}\begin{pmatrix}3&k&3\\-m&q&m'\end{pmatrix}(3\|C^k\|3),
\]

and the sum over \(m,m'\) of a product of two such 3j symbols is \(\delta_{kk'}\delta_{qq'}/(2k+1)\). Over the seven f orbitals, without spin–orbit coupling, therefore

\[
\operatorname{Tr}V^2=\sum_k(3\|C^k\|3)^2S_k^2,\qquad
(3\|C^k\|3)^2=49\begin{pmatrix}3&k&3\\0&0&0\end{pmatrix}^2. \tag{3}
\]

The average of \(V_k^3\) is invariant as well, because a rotation only relabels the points of the sphere. The Gaunt integral of three harmonics gives

\[
\langle V_k^3\rangle=\begin{pmatrix}k&k&k\\0&0&0\end{pmatrix}\sum_{q_1+q_2+q_3=0}\begin{pmatrix}k&k&k\\q_1&q_2&q_3\end{pmatrix}B_{kq_1}B_{kq_2}B_{kq_3}. \tag{4}
\]

Unlike \(S_k\), this changes sign with \(V_k\), so it separates a field from its negative whenever it is nonzero.

For \(k=2\) the two invariants suffice. Write \(V_2=\hat r^TQ\hat r\) with \(Q\) symmetric and traceless. The fourth-order average \(\langle x_ix_jx_lx_n\rangle\) is \(1/15\) times the sum over three pairings of indices. The pairing that yields \((\operatorname{Tr}Q)^2\) vanishes, so \(\langle V_2^2\rangle=\tfrac2{15}\operatorname{Tr}Q^2\). The sixth-order average has 15 pairings with weight \(1/105\), of which 8 link all three matrices and the rest contain \(\operatorname{Tr}Q\). Since \(\operatorname{Tr}Q^3=3\det Q\) for a traceless matrix, \(\langle V_2^3\rangle=\tfrac8{35}\det Q\). The eigenvalues solve \(\lambda^3-\tfrac12\operatorname{Tr}Q^2\,\lambda-\det Q=0\), so they are fixed by these two numbers.

For the whole field, rank-wise invariants are not enough. A generic rank-\(k\) block has \(2k+1\) real parameters, of which three can be changed by rotation, leaving \(2k-2\) independent local invariants: 2, 6 and 10, together 18. A common rotation of the whole set removes only three of 27 parameters, leaving 24. The missing six are the angles that orient the rank-4 and rank-6 blocks relative to rank 2. Unequal invariants therefore disprove equivalence, but equal ones do not prove it.

## The standard frame

The rank-2 harmonics on the unit sphere are

\[
C_{20}=\tfrac12(3z^2-1),\quad C_{2,\pm1}=\mp\sqrt{\tfrac32}\,z(x\pm iy),\quad C_{2,\pm2}=\sqrt{\tfrac38}\,(x\pm iy)^2 .
\]

The terms \(\pm q\) are complex conjugates, so

\[
V_2=B_{20}C_{20}+2\operatorname{Re}(B_{21}C_{21})+2\operatorname{Re}(B_{22}C_{22}).
\]

The second term is \(-\sqrt6\,(xz\operatorname{Re}B_{21}-yz\operatorname{Im}B_{21})\), and the third is \(\sqrt{3/2}\,[(x^2-y^2)\operatorname{Re}B_{22}-2xy\operatorname{Im}B_{22}]\). In the first, \(1=x^2+y^2+z^2\) gives \(C_{20}=z^2-\tfrac12(x^2+y^2)\). An off-diagonal element appears twice in \(\hat r^TQ\hat r\), hence

\[
\begin{aligned}
Q_{zz}&=B_{20},& Q_{xx},Q_{yy}&=-\tfrac12B_{20}\pm\sqrt{\tfrac32}\operatorname{Re}B_{22},\\
Q_{xy}&=-\sqrt{\tfrac32}\operatorname{Im}B_{22},& Q_{xz}&=-\sqrt{\tfrac32}\operatorname{Re}B_{21},\quad Q_{yz}=\sqrt{\tfrac32}\operatorname{Im}B_{21}.
\end{aligned}\tag{5}
\]

Diagonalize \(Q\), order the eigenvectors by \(|Q_{xx}|\le|Q_{yy}|\le|Q_{zz}|\), and reverse one if needed to make the frame right-handed. In this frame \(B_{21}=0\) and \(B_{22}=(Q_{xx}-Q_{yy})/\sqrt6\) is real. Zero trace and the ordering imply that \(Q_{xx}\) and \(Q_{yy}\) are zero or opposite in sign to \(Q_{zz}\): if \(Q_{zz}>0\), then \(Q_{xx}=-Q_{zz}-Q_{yy}\le0\) because \(Q_{yy}\ge-Q_{zz}\), and likewise for \(Q_{yy}\). So

\[
\eta=\frac{Q_{xx}-Q_{yy}}{Q_{zz}}\in[0,1],\qquad \frac{B_{22}}{B_{20}}=\frac{\eta}{\sqrt6}\in[0,0.408].
\]

Eigenvectors have no sign. Right-handedness leaves four frames, joined by half-turns about the axes. A half-turn about \(z\) adds \(\pi\) to the azimuth \(\phi\). One about \(y\) sends \((\theta,\phi)\) to \((\pi-\theta,\pi-\phi)\), and \(C_{kq}\) to \(C_{kq}^*\) for even \(k\). One about \(x\) is their product. The images are

\[
z:\ (-1)^qB_{kq},\qquad y:\ B_{kq}^*,\qquad x:\ (-1)^qB_{kq}^* . \tag{6}
\]

Of the four candidates, keep the one whose list \(\operatorname{Re}B_{41},\operatorname{Im}B_{41},\operatorname{Re}B_{42},\dots,\operatorname{Im}B_{66}\) is lexicographically largest, after rounding to a small tolerance. By (6), if both parts of \(B_{41}\) are nonzero, exactly one candidate has both positive. If they vanish by symmetry, later entries decide.

**Completeness.** Let \(0<\eta<1\). The eigenvalues are then distinct in magnitude, so two equivalent sets have the same principal axes up to sign and the same four candidates. The rule picks the same one; a tie in the complete list means identical candidates, since (6) leaves \(B_{k0}\) and the rank-2 part unchanged. Conversely, let sets A and B have equal standard forms, reached through frames \(F_A\) and \(F_B\). A point \(s\) in standard coordinates is \(F_As\) in A and \(F_Bs\) in B, so the sets describe one field, with

\[
r_A=R_{AB}\,r_B,\qquad R_{AB}=F_AF_B^T . \tag{7}
\]

If the field has rotational symmetry, \(R_{AB}\) is one of several valid answers.

The standard form also counts parameters. A triclinic set has \(27-3=24\), as \(\operatorname{Re}B_{21}\), \(\operatorname{Im}B_{21}\) and \(\operatorname{Im}B_{22}\) vanish. A monoclinic field with its twofold axis along \(z\) has only even \(q\), hence \(3+5+7=15\), less \(\operatorname{Im}B_{22}\): 14. An orthorhombic field has real \(B_{kq}\) with even \(q\): \(2+3+4=9\).

## Pseudocode and cost

```
rotate(B, R):
    (alpha, beta, gamma) = euler(R)
    for k in 2, 4, 6: B'[k] = D(k; alpha, beta, gamma)^† B[k]
    return B'

standardize(B):
    Q = tensor from B[2]                       # eq. (5)
    F = eigenvectors of Q, |eigenvalue| ascending
    if det F < 0: reverse first column of F
    P = rotate(B, F)
    for g in identity, half-turns x, y, z:
        candidate[g] = signs and conjugation   # eq. (6)
    g = argmax of rounded list of candidate[g]
    return candidate[g], F·diag(g)

compare(A, B):
    if S_k or <V_k^3> differ beyond error: return "different"
    (a, FA) = standardize(A); (b, FB) = standardize(B)
    choose g in identity, half-turns x, y, z that minimizes max|a - g(b)|
    return that distance, FA·diag(g)·FB^T
```

The three Wigner matrices have \(25+81+169=275\) elements, each a sum of at most \(k+1\) terms. The cubic invariant needs \(3k^2+3k+1\) terms, 127 for \(k=6\). The rest is a \(3\times3\) diagonalization. Using (6) for the half-turns, rather than new Wigner matrices, keeps the magnitudes of the four candidates identical.

The comparison searches the half-turns again because the sign rule is discontinuous. That rule serves to print a unique table; for data with errors, the smallest distance is the safer measure.

## A triclinic example

Set A below is a round model field for one f electron. Set B is the same field in axes turned by \((\alpha,\beta,\gamma)=(40^\circ,65^\circ,110^\circ)\). It was obtained by projecting \(V(Rr')\) on the harmonics with a quadrature over the sphere, so no Wigner matrix entered. Set C is A with only its rank-4 block turned, by \((20^\circ,50^\circ,30^\circ)\). All values are in cm\(^{-1}\).

| \(kq\) | A | B | standard A, B | standard C |
|---|---|---|---|---|
| 20 | 300 | −368.4 | −408.1 | −408.1 |
| 21 | 120−80i | −97.6+82.8i | 0 | 0 |
| 22 | −90+150i | −91.7−61.2i | −114.6 | −114.6 |
| 40 | −700 | −77.3 | −362.2 | 779.8 |
| 41 | 200+150i | 106.0+620.7i | 355.2+678.0i | 9.0+312.8i |
| 42 | 350−100i | 65.7+566.6i | 62.4+277.9i | 157.0−347.7i |
| 43 | −250+300i | 86.1+156.5i | −145.8−68.8i | −203.4+43.9i |
| 44 | 500+200i | −190.1−299.4i | −311.4+164.3i | 512.8−169.5i |
| 60 | 400 | 376.5 | 366.1 | 366.1 |
| 61 | −100+50i | 245.1−102.4i | −160.5+227.9i | 160.5−227.9i |
| 62 | 150+200i | 13.6+214.5i | −76.9+184.9i | −76.9+184.9i |
| 63 | −80−120i | −302.5+21.9i | −135.5+138.3i | 135.5−138.3i |
| 64 | 300−250i | 170.0+54.2i | 64.1−184.9i | 64.1−184.9i |
| 65 | 90+60i | −138.2+157.1i | 287.6+131.0i | −287.6−131.0i |
| 66 | −200+100i | 146.1+115.7i | −98.6−140.6i | −98.6−140.6i |

As listed, A and B look unrelated: the two complex values of \(B_{44}\) lie 852 cm\(^{-1}\) apart. Their invariants agree. For rank 2 of A,

\[
S_2^2=\frac{300^2+2(120^2+80^2)+2(90^2+150^2)}5=38560\ \text{cm}^{-2},
\]

so \(S_2=196.4\) cm\(^{-1}\). The other strengths are \(S_4=442.8\) and \(S_6=245.0\) cm\(^{-1}\). With \((3\|C^k\|3)^2=1.8667,\,1.2727,\,1.6317\), equation (3) gives an rms orbital level of

\[
\sqrt{\frac{1.8667(196.37)^2+1.2727(442.84)^2+1.6317(244.95)^2}{7}}=244.8\ \text{cm}^{-1}.
\]

To standardize A, equation (5) gives \(Q_{xx}=-150-110.2=-260.2\), \(Q_{yy}=-39.8\), \(Q_{zz}=300\), \(Q_{xy}=-183.7\), \(Q_{xz}=-147.0\) and \(Q_{yz}=-98.0\) cm\(^{-1}\). Numerical diagonalization yields \(63.7\), \(344.4\) and \(-408.1\) cm\(^{-1}\) in standard order. The standard \(z\) axis is \((0.841,0.484,0.242)\) in the axes of A. Then

\[
\eta=\frac{63.7-344.4}{-408.1}=0.688,\qquad B_{22}=\frac{63.7-344.4}{\sqrt6}=-114.6\ \text{cm}^{-1}.
\]

Sets A and B reach the same standard form, with differences of order \(10^{-12}\) cm\(^{-1}\) from rounding in double precision. Equation (7) returns the angles \(40^\circ,65^\circ,110^\circ\).

Set C has the same \(S_k\) and \(\langle V_k^3\rangle\) as A, because turning one block changes no rank-wise invariant. Its standard \(B_{40}\), however, differs by \(779.8+362.2=1142.0\) cm\(^{-1}\), and no half-turn can alter \(B_{40}\). In rank 6, the standard forms of A and C differ only in the sign of the odd-\(q\) entries. This is a half-turn about \(z\): the sign rule reads rank 4 first and chose different candidates.

The levels confirm that C is another field. Adding \(\zeta\,\mathbf l\cdot\mathbf s\) with \(\zeta=650\) cm\(^{-1}\) (\(\mathbf l,\mathbf s\) in units of \(\hbar\)) and diagonalizing the \(14\times14\) matrix gives seven Kramers doublets. For A and B they lie at 0, 260.1, 392.9, 2264.0, 2442.4, 2593.3 and 2772.4 cm\(^{-1}\). For C they lie at 0, 145.3, 399.3, 2224.1, 2443.5, 2501.5 and 2756.1 cm\(^{-1}\). The total splitting of A is \(2772.4\) cm\(^{-1}\), or \(5.507\times10^{-20}\) J.

Equal levels would not have proved equivalence either. Seven doublets supply six spacings, fewer than the 24 parameters of a standardized triclinic set. A fit to such levels alone is underdetermined even after the axes are fixed.

## Stability and failure modes

**Nearly axial rank 2.** In the standard frame, let \(B_{22}\) acquire an error \(i\delta\). The new frame is turned by \(\varphi\) about \(z\) such that \(e^{2i\varphi}(B_{22}+i\delta)\) is real, so for \(|\delta|\ll|B_{22}|\)

\[
\varphi\simeq-\frac{\delta}{2B_{22}},\qquad |\Delta B_{kq}|\simeq|q\varphi B_{kq}|. \tag{8}
\]

For A and \(\delta=1\) cm\(^{-1}\), \(\varphi=1/229.2\) rad \(=0.25^\circ\). With \(|B_{66}|=171.7\) cm\(^{-1}\), the shift of \(B_{66}\) is \(6\times171.7/229.2=4.5\) cm\(^{-1}\), several times the original error. As \(\eta\to0\) the factor diverges and the standard form loses its meaning, although the invariants remain well behaved. At \(\eta=0\) the azimuth is free. Two sets can still be compared by minimizing their distance over \(\varphi\) in \(e^{iq\varphi}B_{kq}\), for both directions of \(z\).

The tilts of the \(z\) axis do not diverge as \(\eta\to0\). They are governed by the gaps \(|Q_{zz}-Q_{xx}|\ge|Q_{zz}|\) and \(|Q_{zz}-Q_{yy}|\ge\tfrac32|Q_{zz}|\), which close only if the whole rank-2 part is small. They still amplify errors. For A, an error of 1 cm\(^{-1}\) in \(\operatorname{Im}B_{21}\) shifts \(B_{40}\) by 4.9 cm\(^{-1}\). This is comparable to the largest shift from the same error in \(\operatorname{Im}B_{22}\), which by (8) is \(5\times316.0/229.2=6.9\) cm\(^{-1}\) in \(B_{65}\).

**Tied ordering.** At \(\eta=1\) the principal values are \(0,\pm a\). The axes are well defined, but a small error can exchange \(y\) and \(z\), and `compare` as written, which searches only half-turns, then returns a large distance for two nearly equal fields. The cure is to compare both orderings, or to order by signed value, which has no tie there.

**Sign flips.** The standard set C has \(\operatorname{Re}B_{41}=9.0\) cm\(^{-1}\) beside \(\operatorname{Im}B_{41}=312.8\) cm\(^{-1}\). A turn by \(\varphi\) changes the real part by about \(-312.8\,\varphi\) cm\(^{-1}\), so \(\varphi=9.0/312.8=0.029\) rad brings it to zero. By (8) this takes an error of only \(2\times114.6\times0.029\approx6.6\) cm\(^{-1}\) in \(\operatorname{Im}B_{22}\). Beyond it, another half-turn image is selected and many signs in the table change at once, though the field has barely moved. The search in `compare` removes this jump. The continuous shift (8), caused by the turn of the frame, remains.

**Restricted fits.** A fit that sets some parameters to zero without a symmetry reason is tied to its axes. After rotation those parameters are generally nonzero. Such a set can be standardized, but refitting with the same zeros in the new axes is a different model.

Numbers in the example were calculated in double precision.
